\section*{Why spin accumulation decays twice as fast as single electrons flip}

\section{What dimensions and symmetry leave open}

Let a non-magnetic metal hold a spin accumulation $s=n_\uparrow-n_\downarrow$, the difference between the densities of up and down electrons. Suppose that each electron, whatever its spin, flips with the same probability $w$ per unit time. The flips are random and independent of one another, and no field turns the spins between them. The mean waiting time until an electron flips is then
\begin{equation}
\tau_f=\frac1w .
\end{equation}

Exchanging the names up and down changes the sign of $s$ and leaves the physics unchanged. A linear law for the decay of a uniform accumulation can therefore contain neither a constant term nor a term in the total density $n_\uparrow+n_\downarrow$, since these do not change sign. What remains is $ds/dt=-\gamma s$. The rate $\gamma$ must be built from $w$, the one rate in the problem, so $\gamma=c\,w$ with a pure number $c$. If the electrons also diffuse with diffusion constant $D$, the one length that $D$ and $\gamma$ can form is $\sqrt{D/\gamma}$, up to a numerical factor. Hence
\begin{equation}
\tau_s=\frac{\tau_f}{c},\qquad l_s\propto\sqrt{\frac{D\tau_f}{c}} .
\end{equation}
Dimensions and symmetry cannot supply $c$. The belief examined here is that $c=1$: the spin relaxation time is the time an electron takes to flip.

\section{Why the belief tempts}

Start with all electrons up. In a short time $dt$ a fraction $w\,dt$ of those that have never flipped does so, and the never-flipped fraction is $e^{-wt}$. These electrons keep the original spin; the others have lost it. It seems to follow that the accumulation is also proportional to $e^{-wt}$.

The first half of the argument is right. The second half assumes that the electrons which have flipped contribute nothing to $s$. But an electron that leaves the up population arrives in the down population, where it counts with a minus sign.

\section{The balance of the two populations}

Counting departures and arrivals gives
\begin{align}
\frac{dn_\uparrow}{dt}&=-w n_\uparrow+w n_\downarrow,\\
\frac{dn_\downarrow}{dt}&=-w n_\downarrow+w n_\uparrow .
\end{align}
The sum of the right-hand sides is zero, as conservation of electrons requires. Subtracting the second line from the first,
\begin{equation}
\frac{ds}{dt}=-w n_\uparrow+w n_\downarrow+w n_\downarrow-w n_\uparrow=-2w\,(n_\uparrow-n_\downarrow)=-2ws .
\end{equation}
So $c=2$, and
\begin{equation}
s(t)=s(0)\,e^{-t/\tau_s},\qquad \tau_s=\frac{1}{2w}=\frac{\tau_f}{2}.
\end{equation}
One flip lowers $n_\uparrow$ by one and raises $n_\downarrow$ by one, so it changes their difference by two.

The same result follows from the history of one electron. With equal rates, the number $k$ of its flips up to time $t$ has the Poisson distribution $P_k=e^{-wt}(wt)^k/k!$. An electron that began up is up after an even number of flips and down after an odd number. Counting up as $+1$ and down as $-1$, its mean spin is
\begin{equation}
\sum_{k=0}^{\infty}(-1)^kP_k=e^{-wt}\sum_{k=0}^{\infty}\frac{(-wt)^k}{k!}=e^{-wt}e^{-wt}=e^{-2wt},
\end{equation}
while the probability of no flip is $P_0=e^{-wt}$. Both exponentials are correct; they answer different questions.

At $t=\tau_f$ the never-flipped fraction is $e^{-1}=0.368$, but the mean spin is $e^{-2}=0.135$. The fraction of electrons that are down is $(1-0.135)/2=0.432$. The remaining $1-0.368-0.432=0.200$ have flipped and come back up. The electrons that have flipped at least once thus contribute $0.1998-0.4323=-0.2325$ to the mean spin, and this negative part is what the tempting argument leaves out. A random sample of 400\,000 flip histories gave 0.3687 and 0.1376 for the two quantities. The second differs from $e^{-2}$ by about one and a half standard errors of the sample, and lies far from 0.368.

There is a kind of event for which the belief would hold. Suppose that at rate $r$ an electron forgets its spin and is given up or down with equal chance. Such electrons do contribute zero on average, and $s$ decays at rate $r$. Half of these events leave the spin as it was, so the flip rate is $w=r/2$, and again $r=2w$. The relaxation time $\tau_s$ is the mean time between events that randomize the spin.

\section{Unequal rates and filled levels}

The factor 2 belongs to equal rates. Let $w_{\uparrow\downarrow}$ be the rate from up to down, $w_{\downarrow\uparrow}$ the reverse rate, and $n=n_\uparrow+n_\downarrow$ the fixed total. Then
\begin{equation}
\frac{dn_\uparrow}{dt}=-w_{\uparrow\downarrow}n_\uparrow+w_{\downarrow\uparrow}(n-n_\uparrow)
=-(w_{\uparrow\downarrow}+w_{\downarrow\uparrow})\,n_\uparrow+w_{\downarrow\uparrow}n .
\end{equation}
In equilibrium the left side vanishes, so $w_{\downarrow\uparrow}n=(w_{\uparrow\downarrow}+w_{\downarrow\uparrow})n_\uparrow^{\rm eq}$. Inserting this, and using $s-s^{\rm eq}=2(n_\uparrow-n_\uparrow^{\rm eq})$ at fixed $n$,
\begin{equation}
\frac{d}{dt}(s-s^{\rm eq})=-(w_{\uparrow\downarrow}+w_{\downarrow\uparrow})(s-s^{\rm eq}),\qquad
\frac1{\tau_s}=w_{\uparrow\downarrow}+w_{\downarrow\uparrow}.
\end{equation}
Rates of 1.5 and 0.5 give the decay rate 2, just as 1 and 1 do. Rates of 1 and 0 give 1: if electrons flip one way and never back, the relaxation time is the flip time, and the belief is true.

In a metal most levels are filled, and a flip needs an empty final level. Let $f_\uparrow$ and $f_\downarrow$ be the occupations at a given energy, and let $w$ now be the flip rate into empty levels. For flips that conserve energy, with equal densities of states for both spins, the net flow from up to down per level is
\begin{align}
w f_\uparrow(1-f_\downarrow)-w f_\downarrow(1-f_\uparrow)
&=w\,(f_\uparrow-f_\uparrow f_\downarrow-f_\downarrow+f_\uparrow f_\downarrow)\nonumber\\
&=w\,(f_\uparrow-f_\downarrow).
\end{align}
The products cancel, and the balance equations keep their form. In a metal $\tau_f=1/w$ therefore means the mean wait of an electron whose final levels are empty. For these energy-conserving flips, filled levels lengthen the actual wait but leave $\tau_s=1/(2w)$ unchanged. This step treats the occupations as independent averages. A small system solved without that assumption, with 12 levels for each spin, 12 electrons and $w=1$, also gave the decay rate 2.0000.

\section{The diffusion length}

Let electrons of both spins diffuse with the same $D$ along a channel that carries no net charge current. The metal stays neutral, so $n_\uparrow+n_\downarrow$ is uniform. The sum of the two diffusion currents then vanishes, and no electric field is needed to hold the charge current at zero. In the steady state
\begin{align}
0&=D\frac{d^2n_\uparrow}{dx^2}-w n_\uparrow+w n_\downarrow,\\
0&=D\frac{d^2n_\downarrow}{dx^2}-w n_\downarrow+w n_\uparrow .
\end{align}
Subtraction gives $D\,s''=2ws$. The solution that vanishes far from the injector at $x=0$ is $s=s_0e^{-x/l_s}$. Its second derivative is $s/l_s^2$, so $D/l_s^2=2w$ and
\begin{equation}
l_s=\sqrt{\frac{D}{2w}}=\sqrt{D\tau_s}=\sqrt{\frac{D\tau_f}{2}} .
\end{equation}
If the injector feeds in a spin current density $J$, counted as the up flux minus the down flux, then $J=-D\,s'(0)=Ds_0/l_s$, and
\begin{equation}
s(x)=\frac{J\,l_s}{D}\,e^{-x/l_s}.
\label{profile}
\end{equation}
Deleting the arrival terms $+wn_\downarrow$ and $+wn_\uparrow$ leaves $D\,s''=ws$, which yields the mistaken length $l'=\sqrt{D\tau_f}=\sqrt2\,l_s$. The belief thus amounts to letting flipped electrons disappear from the metal.

The length can also be written with paths. For isotropic scattering with mean free path $\lambda$ and speed $v$, the velocity along $x$ has mean square $v^2/3$ and keeps its memory as $e^{-vt/\lambda}$. Integrating this correlation over time gives $D=(v^2/3)(\lambda/v)=v\lambda/3$. With $\lambda_f=v\tau_f$, the path travelled between flips,
\begin{equation}
l_s^2=\frac12\cdot\frac{v\lambda}{3}\cdot\frac{\lambda_f}{v}=\frac{\lambda\lambda_f}{6}.
\end{equation}
In the 6, the 3 comes from the three directions of space and the 2 from the two directions of flipping.

\section{A number: the channel of a lateral spin valve}

In a lateral spin valve, one magnetic contact injects spin into a normal-metal channel and a second contact detects it some distance away. Take $v=1.5\times10^6$ m/s, $\lambda=30$ nm, $\tau_f=20$ ps and a contact distance $L=500$ nm. In nm and ps, $v=1500$ nm/ps, so $D=1500\times30/3=15\,000$ nm$^2$/ps, which is 150 cm$^2$/s. Then
\begin{align}
\tau_s&=\frac{20\ \text{ps}}{2}=10\ \text{ps},\\
l_s&=\sqrt{15\,000\times10}\ \text{nm}=387\ \text{nm},\\
l'&=\sqrt{15\,000\times20}\ \text{nm}=548\ \text{nm}.
\end{align}
Solving the two diffusion equations numerically gave 387.3 nm with the arrival terms and 547.7 nm without them.

At the detector the error is larger than $\sqrt2$, because the length enters Eq.~(\ref{profile}) twice. With $J$, $D$, $\tau_f$ and $L$ held fixed, the mistaken length overestimates the accumulation by
\begin{equation}
\frac{l'}{l_s}\,\frac{e^{-L/l'}}{e^{-L/l_s}}=1.414\times\frac{0.4014}{0.2750}=2.06 .
\end{equation}
For $L\ll l_s$ this factor tends to $\sqrt2$; for large $L$ it grows as $e^{(1-1/\sqrt2)L/l_s}$.

The error also runs backwards, from measurement to mechanism. A measured length of 387 nm and the known $D$ give $l_s^2/D=10$ ps. This is $\tau_s$; the flip time is 20 ps. With a collision every $\lambda/v=20$ fs, the flip probability per collision is $20\ \text{fs}/20\ \text{ps}=10^{-3}$. Whoever takes 10 ps for the flip time finds $2\times10^{-3}$ and credits the scatterers with twice their real strength.

\section{The model beside real channels}

The parameters are round values for a well-conducting metal with weak spin-orbit coupling at room temperature; spin diffusion lengths of a few hundred nanometres have been measured in such channels. One assumption exposed in a thin film is that all flips occur in the bulk. In a film of thickness $a=100$ nm, half the electrons move towards a given face, with mean normal speed $v/2$. Each electron therefore hits one face at the mean rate $v/(4a)$, and the two faces together at $v/(2a)=7.5$ per ps. If a hit flips the spin with probability $10^{-3}$, a value assumed equal to that of a bulk collision, the flip rate rises from 0.050 to 0.0575 per ps. At fixed $D$ this shortens $l_s$ by 6.7\%, to 361 nm. This counts only the two faces of a wide film; the side walls of a wire 100 to 200 nm wide, flipping with the same probability, bring $l_s$ down to 340 to 350 nm. Faces that flip spins more readily would shorten it further.

Two further effects are of similar size. The value of $D$ must be that of the film: if 30 nm is the mean free path in the bulk, faces that scatter electrons diffusely lower $D$ by about 11\% and $l_s$ by about 6\%. And at room temperature many flips absorb or emit a phonon, so they do not conserve the electron's energy and the products of occupations no longer cancel exactly. If all flips involve a single phonon energy of 25 meV at 300 K, and the much faster spin-conserving scattering keeps each spin population thermal, the decay rate is about 14\% below $2w$, with $w$ still the flip rate into empty levels, and $l_s$ is about 8\% longer. The reduction depends strongly on the phonon energy: about 2.5\% for 10 meV and 25\% for 35 meV.

The remaining corrections estimated are smaller. The Boltzmann equation, solved for all directions of motion without assuming diffusion, gives 387.6 nm if the flips occur at the momentum collisions and 387.2 nm if they occur independently and leave the direction unchanged; the diffusion formula lies within 0.1\% of both. A field of 1 T along the spins makes the free-electron densities of states, and with them the two flip rates, unequal by $4.5\times10^{-6}$ (difference over sum). At 300 K, $kT$ is 0.4\% of the free-electron Fermi energy of 6.4 eV, so the thermal spread of speeds is negligible; on a real, non-spherical Fermi surface the speed and the flip rate still vary with direction, and $v$ and $w$ stand for averages.

In a lateral spin valve the injected spin diffuses to both sides of the contact, so $J$ in Eq.~(\ref{profile}) is the part flowing towards the detector, half of the total in a long uniform channel; the factor 2.06 is unchanged. The equation also needs contacts that do not draw spin back out of the channel; a transparent magnetic contact does so and lowers the accumulation. Inside the magnetic layers of a giant-magnetoresistance stack the two spins have different diffusion constants, and the length formula derived here does not apply. Where spins relax by gradual precession between collisions, there is no flip time to halve. And a quoted ``spin-flip time'' must be read with its definition: if it already denotes the decay time of $s$, it goes into $\sqrt{D\tau}$ as it stands. The numerical output below lists the values used in the channel example.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS
Fermi speed: 1.50e+06 m/s
mean free path: 30 nm
single-electron flip time tau_f: 20 ps
film thickness: 100 nm
injector-detector distance: 500 nm
TIMES AND LENGTHS
collision time: 20.0 fs
flip probability per collision: 1.00e-03
flip rate w: 0.050 per ps
diffusion constant D: 150.0 cm2/s
spin relaxation time tau_s: 10.0 ps
spin diffusion length l_s: 387.3 nm
mistaken length sqrt(D tau_f): 547.7 nm
ratio mistaken/correct: 1.4142
path between flips v tau_f: 30.0 micrometre
l_s from the two paths: 387.3 nm
RANDOM FLIP HISTORIES (400000 electrons, at t = tau_f)
sampled mean wait for first flip: 20.02 ps
never flipped, sampled: 0.3687
never flipped, exp(-1): 0.3679
mean spin, sampled: 0.1376
mean spin, exp(-2): 0.1353
DECAY RATES (rates in units of a reference rate)
up-down 1.0, down-up 1.0: decay 2.0000
up-down 1.5, down-up 0.5: decay 2.0000
up-down 1.0, down-up 0.0: decay 1.0000
equal unit rates with Pauli blocking: decay 2.0000
NUMERICAL DIFFUSION
length with arrivals: 387.3 nm
length without arrivals: 547.7 nm
exp(-distance/l_s): 0.2750
exp(-distance/mistaken length): 0.4014
detector accumulation overestimated by factor: 2.064
same factor from numerical profiles: 2.064
NEGLECTED EFFECTS
face hits per electron, formula: 7.500 per ps
face hits per electron, sampled: 7.489 per ps
added flip rate from faces: 0.00750 per ps
added flip rate relative to w: 15.0 %
l_s with face flips: 361.2 nm
change of l_s from face flips: -6.7 %
l_s from Boltzmann equation: 387.61 nm
error of diffusion formula: -0.080 %
free-electron Fermi energy: 6.40 eV
relative rate asymmetry at 1 T: 4.5e-06
kT/E_F at 300 K: 0.0040
\end{verbatim}
